\section*{Choosing the mixing in a DMFT loop near a spinodal}

\section{Definitions and conventions}

The mixing setting of a dynamical mean-field (DMFT) calculation decides how the output of one iteration becomes the input of the next. This guide analyses that choice for the half-filled, paramagnetic one-band Hubbard model on the Bethe lattice of infinite coordination, with hopping scale $t$, half-bandwidth $2t$, repulsion $U$ and temperature $T$. The algebra uses atomic units with $k_B=1$; numerical energies are in eV.

The impurity solver is second-order iterated perturbation theory (IPT), an approximation. The statements about the spectrum below belong to this solver and lattice. The analysis of the spinodal needs a smooth loop with one simple critical eigenvalue, stable remaining modes, and nonzero values of the coefficients $a$ and $b$ defined there.

The Matsubara frequencies are $\omega_n=(2n+1)\pi T$ with $n\ge 0$. At half filling the chemical potential cancels the Hartree term, and particle-hole symmetry makes all functions imaginary. With real amplitudes, the hybridisation, bath function, Green's function and self-energy are
\begin{equation}
\Delta=-ih_n,\quad G_0=-ig^0_n,\quad G=-ig_n,\quad \Sigma=-is_n .
\end{equation}
The relations $G_0^{-1}=i\omega_n-\Delta$ and $G^{-1}=G_0^{-1}-\Sigma$ then give
\begin{equation}
g^0_n=\frac1{\omega_n+h_n},\qquad g_n=\frac1{\omega_n+h_n+s_n}.
\end{equation}

The IPT self-energy is $\Sigma(\tau)=-U^2G_0(\tau)^2G_0(-\tau)$. Antiperiodicity and particle-hole symmetry give $G_0(-\tau)=-G_0(1/T-\tau)=-G_0(\tau)$, so $\Sigma(\tau)=U^2G_0(\tau)^3$. Since both functions are symmetric about $\tau=1/(2T)$, only sine terms survive in the transforms:
\begin{align}
G_0(\tau)&=-2T\sum_{n\ge0}g^0_n\sin\omega_n\tau, \label{eq:gtau}\\
s_n&=-\int_0^{1/T}\!d\tau\,\sin(\omega_n\tau)\,U^2G_0(\tau)^3 .\label{eq:s}
\end{align}
On the Bethe lattice $\Delta=t^2G$. One iteration is therefore the map
\begin{equation}
h\;\to\;F(h;U),\qquad F_n=\frac{t^2}{\omega_n+h_n+s_n}.
\end{equation}
A solution $h^*$ satisfies $F(h^*)=h^*$. The residual is $f(h)=F(h)-h$, and its size is the largest component in magnitude unless stated otherwise.

\section{What the loop does to a small error}

Vary $h$ by $\delta h$. The output changes by $\delta F_n=-t^2g_n^2(\delta h_n+\delta s_n)$, and the bath by $\delta g^0_n=-(g^0_n)^2\delta h_n$. Differentiating Eq.~\eqref{eq:s} and inserting Eq.~\eqref{eq:gtau} gives $\delta s_n=\sum_mK_{nm}\delta g^0_m$, with
\begin{equation}
K_{nm}=6U^2T\int_0^{1/T}\!d\tau\,\sin(\omega_n\tau)G_0(\tau)^2\sin(\omega_m\tau).
\end{equation}
The two minus signs, from Eqs.~\eqref{eq:gtau} and \eqref{eq:s}, make this kernel positive. The Jacobian of the loop is
\begin{equation}
J_{nm}=\frac{\partial F_n}{\partial h_m}
=t^2g_n^2\left[-\delta_{nm}+K_{nm}(g^0_m)^2\right].
\end{equation}

$J$ is not symmetric, but a rescaling makes it so. With the diagonal matrix $D_n=g_n/g^0_n$,
\begin{equation}
(D^{-1}JD)_{nm}=-t^2g_n^2\delta_{nm}
+t^2g_ng^0_nK_{nm}g^0_mg_m .\label{eq:sym}
\end{equation}
All eigenvalues $\lambda$ of $J$ are therefore real. The last term is positive semidefinite, because its expectation value in any vector is an integral of $G_0^2$ times a square. Hence $\lambda\ge-\max_nt^2g_n^2$.

At a causal solution this bound lies above $-1$. A causal, symmetric bath has the form
\begin{equation}
|G_0(\tau)|=\int d\varepsilon\,\rho_0(\varepsilon)
\frac{\cosh[\varepsilon(\tau-1/2T)]}{2\cosh(\varepsilon/2T)},\quad \rho_0\ge0,
\end{equation}
so $|\Sigma(\tau)|$ falls from $\tau=0$ to the midpoint $\tau_m=1/(2T)$. Integrating Eq.~\eqref{eq:s} by parts over half the period, where $\cos\omega_n\tau_m=0$, gives
\begin{align}
s_n&=\frac2{\omega_n}\left[|\Sigma(0)|+\int_0^{\tau_m}\!d\tau\,
\cos(\omega_n\tau)\frac{d|\Sigma|}{d\tau}\right]\nonumber\\
&\ge\frac{2|\Sigma(\tau_m)|}{\omega_n}>0 .
\end{align}
The inequality holds because the integral cannot be more negative than the total fall $|\Sigma(0)|-|\Sigma(\tau_m)|$. At a solution $h_n=t^2g_n$, so $g_n(\omega_n+t^2g_n+s_n)=1$, which means $t^2g_n^2=1-(\omega_n+s_n)g_n<1$.

The loop can thus lose local stability only when its largest eigenvalue $\lambda_1$ passes through $+1$. This covers errors that keep half filling, particle-hole symmetry and the paramagnetic state; doping and magnetic perturbations are outside it.

\section{Linear mixing}

Linear mixing with factor $\alpha$ is $h'=h+\alpha f(h)$. For an error $e=h-h^*$ the residual is $f=-(1-J)e$ to first order, hence
\begin{equation}
e'=[1-\alpha(1-J)]\,e .
\end{equation}
With $\mu_i=1-\lambda_i$, ordered upwards from $\mu_1$ to $\mu_{\max}$, each eigenmode is multiplied by $1-\alpha\mu_i$ per step. Convergence from nearby requires $\mu_1>0$ and $0<\alpha<2/\mu_{\max}$. Since $\mu_{\max}<2$ here, every $\alpha$ up to and including 1 is locally stable at a causal solution with $\lambda_1<1$.

If $\mu_1$ is small, its mode survives longest. The number of steps per factor of ten is
\begin{equation}
N_{10}=\frac{\ln10}{-\ln(1-\alpha\mu_1)}\simeq\frac{2.303}{\alpha\mu_1}.
\end{equation}
Tuning $\alpha$ has a limited effect. The slowest factor is smallest when the two ends of the spectrum decay equally, $1-\alpha\mu_1=\alpha\mu_{\max}-1$, so $\alpha=2/(\mu_1+\mu_{\max})$. This changes the prefactor of $N_{10}$ but leaves $1/\mu_1$ in place.

The same mode spoils the stopping criterion. Along it $|f|=\mu_1|e|$, so
\begin{equation}
|e|=\frac{|f|}{\mu_1}.\label{eq:err}
\end{equation}
A criterion on the change of $h$ is weaker still for $\alpha<1$, since that change is $\alpha f$.

\section{Why the slowing is critical at a spinodal}

At temperatures low enough for metallic and insulating solutions to coexist, as in the example below, the metallic solution ends with rising $U$ at a spinodal $U_c$, where it merges with an unstable solution. There $\lambda_1=1$. Let $r$ and $l$ be the right and left eigenvectors at $U_c$, with the largest component of $r$ set to $+1$ and $l\cdot r=1$. Write
\begin{equation}
h=h_c+\xi r+\eta,\qquad l\cdot\eta=0 .
\end{equation}
In the $\eta$ directions $1-J$ is invertible, so at a solution $\eta$ is of order $\xi^2$ and $U-U_c$. Terms linear in $\xi$ and $\eta$ drop out of $l\cdot f$ because $l(J-1)=0$. To leading order
\begin{equation}
l\cdot f=a(U-U_c)+b\xi^2,\quad
a=l\cdot\frac{\partial F}{\partial U},\quad
b=\tfrac12\,l\cdot F''[r,r].\label{eq:nf}
\end{equation}
For $ab>0$ there are two solutions below $U_c$, at $\xi=\pm\sqrt{a(U_c-U)/b}$, and none above. Their critical eigenvalue is $\lambda_1=1+l\cdot F''[r,r]\,\xi=1+2b\xi$. In the example below $a$ and $b$ are negative and the metal has $\xi>0$, so
\begin{equation}
\mu_1=1-\lambda_1=C\sqrt{U_c-U},\qquad C=2\sqrt{ab}.\label{eq:C}
\end{equation}
The steps per decade therefore grow as $(U_c-U)^{-1/2}$. The other solution has $\lambda_1>1$ and repels the loop.

At $U=U_c$ the decay is no longer exponential. For a start on the metallic side, $\xi>0$, the recursion $\xi'=\xi-\alpha|b|\xi^2$ gives $1/\xi'=1/\xi+\alpha|b|+O(\xi)$, so after $k$ steps $\xi\simeq1/(\alpha|b|k)$.

At $U=U_c+\delta$ the metal no longer exists, yet the loop lingers near $h_c$. Treating the small steps as continuous,
\begin{equation}
N\simeq\int_{-\infty}^{\infty}\frac{d\xi}{\alpha(|a|\delta+|b|\xi^2)}
=\frac{\pi}{\alpha\sqrt{ab\,\delta}} .\label{eq:pass}
\end{equation}
The residual shrinks to a minimum near $|a|\delta$, reached at $\xi=0$, and then grows again. A tolerance above this minimum reports convergence to a metal that is not a solution.

\section{Anderson mixing and its relation to Broyden's method}

Anderson mixing keeps earlier inputs and residuals. Let the columns of $X$ and $Y$ be the successive differences of inputs and of residuals. The method first forms the combination $\bar h=h-X\gamma$, whose residual in a linear problem is $\bar f=f-Y\gamma$, and chooses $\gamma$ to minimise the Euclidean length $|\bar f|$, the measure used throughout this section. It then takes a linear-mixing step from there:
\begin{equation}
h'=\bar h+\alpha\bar f=h+\alpha f-(X+\alpha Y)\gamma .\label{eq:aa}
\end{equation}

If the columns of $Y$ are independent, $\gamma=Y^+f$ with $Y^+=(Y^TY)^{-1}Y^T$. Then $h'=h-Hf$, where
\begin{equation}
H=-\alpha 1+(X+\alpha Y)Y^+ .
\end{equation}
Since $Y^+Y=1$, $HY=X$: $H$ reproduces all stored differences, as an inverse Jacobian of $f$ should. Any other matrix doing so is $H+Z$ with $ZY=0$. As $Y^+Z^T=(Y^TY)^{-1}(ZY)^T=0$, the cross term in the squared Frobenius norm of $H+\alpha1+Z$ vanishes, and $Z$ can only increase it. Anderson mixing is thus the multisecant form of Broyden's second method, with the smallest change from linear mixing.

\subsection{Why one soft mode costs little}

Close to a solution the loop is linear, $f=-Ae$ with $A=1-J$. Measure vectors with weights $(g^0_n/g_n)^2$, equivalently after multiplication by $D^{-1}$. By Eq.~\eqref{eq:sym} $A$ is then symmetric, and it is positive definite if $\mu_1>0$.

Let $\mathcal K_k$ be the span of $f_0,Af_0,\dots,A^{k-1}f_0$, and $r_k$ the smallest vector of the form $f_0-Av$ with $v$ in $\mathcal K_k$. If the stored differences span $\mathcal K_k$, the minimisation gives $\bar f=r_k$, and Eq.~\eqref{eq:aa} yields
\begin{equation}
f_{k+1}=(1-\alpha A)\,r_k .
\end{equation}
The new input adds $\alpha r_k$ to the span. This extends it to $\mathcal K_{k+1}$ unless $r_k=r_{k-1}$. In that case $r_{k-1}$, which lies in $\mathcal K_k$, would be orthogonal to $Ar_{k-1}$, impossible for a nonzero vector and positive definite $A$. The induction starts with the first step, $\alpha f_0$.

Every vector $f_0-Av$ is $p(A)f_0$ with a polynomial of degree at most $k$ and $p(0)=1$, so $|r_k|\le\max_i|p(\mu_i)|\,|f_0|$ for any such $p$. Spend one root on the soft mode:
\begin{equation}
p(z)=\left(1-\frac z{\mu_1}\right)\frac{T_{k-1}(y(z))}{T_{k-1}(y(0))},\quad
y(z)=\frac{\mu_{\max}+\mu_2-2z}{\mu_{\max}-\mu_2},
\end{equation}
with $T_m$ the Chebyshev polynomial. On $[\mu_2,\mu_{\max}]$ the first factor is at most $\mu_{\max}/\mu_1-1$ in magnitude and $|T_{k-1}(y)|\le1$. With
\begin{equation}
q=\frac{\sqrt{\kappa}-1}{\sqrt{\kappa}+1},\qquad \kappa=\frac{\mu_{\max}}{\mu_2},
\end{equation}
$y(0)=(q+1/q)/2$ and $T_m(y(0))=(q^m+q^{-m})/2\ge q^{-m}/2$. Therefore
\begin{equation}
|r_k|\le2\left(\frac{\mu_{\max}}{\mu_1}-1\right)q^{\,k-1}|f_0| .\label{eq:bound}
\end{equation}
For $0<\alpha\le2/\mu_{\max}$ the factor $1-\alpha A$ does not enlarge this. If $\mu_2$ stays finite, the soft mode adds at most about $\ln(1/\mu_1)/\ln(1/q)$ steps to the bound, in place of the factor $1/\mu_1$ of linear mixing. The result is local and assumes full memory. Near the spinodal the linear range is narrow: by Eq.~\eqref{eq:nf} it requires a displacement along $r$ small against $\sqrt{a(U_c-U)/b}$, which shrinks as $U\to U_c$.

\section{Worked example}

Take the model parameters $t=0.5$ and $T=0.02$ eV. The metal ends at $U_{c2}=2.994$ eV (0.1100 hartree) and the insulator, followed downwards, at $U_{c1}=2.575$ eV. At $U_{c2}$ the second eigenvalue is 0.302, so one mode is critical. With $a=-0.1169$ and $b=-2.081$ eV$^{-1}$,
\begin{equation}
C=2\sqrt{0.1169\times2.081}=0.986\ \mathrm{eV}^{-1/2}.
\end{equation}

Both methods use $\alpha=0.5$ and stop at a residual of $10^{-10}$ eV. At distance $d=U_{c2}-U$ they start from the metallic solution at distance $4d$, as in a scan of $U$. Anderson mixing keeps ten differences and uses the weights above, fixed at the start.

\begin{center}
\begin{tabular}{ccccc}
$d$ (eV) & $\mu_1$ & $N_{10}$ & linear & Anderson\\
$10^{-2}$ & 0.0966 & 46.5 & 337 & 11\\
$10^{-3}$ & 0.0311 & 147 & 914 & 12\\
$10^{-4}$ & 0.00985 & 466 & 2424 & 10\\
$10^{-5}$ & 0.00312 & 1475 & 6189 & 10
\end{tabular}
\end{center}

$N_{10}$ is measured from the last linear steps; the last two columns count steps. At $d=10^{-5}$ eV, Eq.~\eqref{eq:C} gives $\mu_1=0.986\times0.00316=0.00312$, and $2.303/(0.5\times0.00312)\simeq1480$ steps per decade. The measured slowing exponent between the last two rows is 0.500. When linear mixing stops there, the error is 321 times the residual, about $3\times10^{-8}$ eV, as Eq.~\eqref{eq:err} requires.

The Anderson counts do not by themselves establish the logarithm, because the start moves closer as $d$ falls. By Eq.~\eqref{eq:nf} the critical part of the initial residual is $|{-ad}+4ad|=3|a|d$. These starts also lie outside the linear range, since by Eq.~\eqref{eq:C} $\mu_1$ at $4d$ is twice its final value, so the bound does not cover the table directly. From one fixed start, the metal at $U_{c2}-0.1$ eV, Anderson mixing needed 13, 17, 18 and 20 steps for the four distances, a slow growth. The bound itself concerns the linearised loop: at $d=10^{-4}$ eV, $\mu_2=0.702$ and $\mu_{\max}=1.030$ give $q=0.096$. Eleven steps on the linearised loop, from one random initial error, reduced the weighted residual norm by a factor $1.1\times10^{-12}$, well inside the bound of $1.4\times10^{-7}$.

Beyond the spinodal, by $10^{-4}$ and $2.5\times10^{-5}$ eV, linear mixing, started from the metal at $U_{c2}-0.1$ eV, needed 1258 and 2532 steps to bring $h_0$ below half its value at $U_{c2}$. Eq.~\eqref{eq:pass} extends the integral to infinity, so the counts are compared through their difference, in which the contribution of the ends cancels. Quartering $\delta$ doubles $N$, so the predicted difference equals $N$ at $\delta=10^{-4}$ eV, namely $2\pi/(\alpha C\sqrt\delta)=1274$, and the measured difference is 1274. For the larger distance the residual fell to $1.17\times10^{-5}$ eV before rising. The numerical check tests these laws on the discretised loop.

\section{Guidance for the setting}

\paragraph{Linear mixing.} In this model, near a stable solution, there is no stability reason to take $\alpha$ below 1; halving a small $\alpha\mu_1$ doubles the number of steps. Far from the spinodal a smaller factor can still be faster. At $U=0$ the eigenvalues are $-t^2g_n^2$, so $\mu_1\simeq1$ while $\mu_{\max}$ approaches 2 at low temperature, and the best value $2/(\mu_1+\mu_{\max})$ lies below 1. At $d=10^{-2}$ eV the limit was $\alpha=1.94$. For another lattice or solver, where eigenvalues below $-1$ are not excluded, the condition is $\alpha<2/\mu_{\max}$ if the spectrum is real.

\paragraph{Measure the soft mode.} When successive residual vectors of linear mixing shrink by a steady ratio $R$ without changing sign, estimate $\mu_1=(1-R)/\alpha$. If they alternate in sign, which happens for $\alpha>2/(\mu_1+\mu_{\max})$, the slowest mode is the one at $\mu_{\max}$, with $R=\alpha\mu_{\max}-1$, and $R$ does not measure $\mu_1$. To reach an error $\epsilon$ with linear mixing, whose late residual lies along the soft mode, set the residual tolerance to $\mu_1\epsilon$. After Anderson mixing the residual need not lie along that mode. Near the spinodal the error is then about $r\,(l\cdot f)/\mu_1$ in magnitude, which can exceed $|f|/\mu_1$ by up to the factor $\sum_n|l_n|$, which in the example is 1.65 at the spinodal and 1.78 at $d=10^{-2}$ eV, so the tolerance should be lowered by that margin. If $R$ creeps towards 1 and then exceeds it, the run may be passing the bottleneck of a solution that has disappeared.

\paragraph{Switch to Anderson mixing,} the multisecant form of Broyden's second method, when $\mu_1$ is small; other Broyden updates are not analysed here. Each step still needs one impurity solution, plus a small least-squares problem. Start from the metallic solution at a slightly smaller $U$, since the argument for the acceleration is local. The combination $\bar h$ can have negative coefficients, so check that the result is causal.

\paragraph{Check which solution was found.} Anderson mixing minimises a residual and does not ask whether the loop is stable. At $U_{c2}-10^{-3}$ eV the metal, middle solution and insulator have $\lambda_1=0.969$, 1.031 and 0.466. Started beside the middle solution, on its metallic side, with all $h_n$ raised by the fraction $10^{-5}$ (both counts depend on this choice), Anderson mixing converged to it in 7 steps, whereas linear mixing left it and reached the metal after 1558. From the other side, Eq.~\eqref{eq:nf} drives linear mixing away from the metal. After an accelerated run, displace $h$ slightly and apply linear mixing with a stable $\alpha$: sustained growth of the displacement reveals $\lambda_1>1$.

\paragraph{Allow for solver error.} A small fixed error $\nu$ in $F$ shifts the solution along $r$ by $l\cdot\nu/\mu_1$. By Eq.~\eqref{eq:nf} it also adds $l\cdot\nu$ to $a(U-U_c)$, so once $|l\cdot\nu|$ is comparable with $|a|(U_c-U)$ it can remove the metallic solution. Mixing cannot repair this; the solver must be made more accurate.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t = 0.5 eV, half-bandwidth = 1.0 eV, k_B T = 0.02 eV = 232.1 K
Matsubara frequencies: 192, highest 24.06 eV
self-energy, largest relative error against pole sum: 2.1e-06
U_c1 = 2.57475 eV, U_c2 = 2.99448 eV = 0.110045 hartree
U_c2 on half the grid: 2.99448 eV
h_0 at U_c1: 0.03353 eV, at U_c2: 0.16817 eV
at U_c2: |lambda_1 - 1| = 1.2e-14, lambda_2 = 0.3019
a = -0.11692 (no unit), b = -2.0807 1/eV, C = 0.9865 eV^(-1/2)
mixing alpha = 0.5, stop at residual 1e-10 eV, Anderson memory 10
dist/eV  1-lam1    C*sqrt    rate      steps/dec  linear  Anderson  err/res
1e-02  0.096608  0.098647  0.951695       46.5     337        11     10.4
1e-03  0.031060  0.031195  0.984468      147.1     914        12     32.2
1e-04  0.009854  0.009865  0.995073      466.2    2424        10    101.5
1e-05  0.003118  0.003120  0.998440     1474.5    6189        10    320.7
measured slowing exponent between the last two distances: 0.5001
linear/Anderson step ratio at 1e-5 eV: 618.9
at 1e-2 eV: lambda_min = -0.03102, its bound = -0.14902
largest imaginary part of finite-difference spectrum: 0.0e+00
alpha_max = 1.9398; error factor after 100 steps at 0.95 and 1.05 alpha_max: 3.9e-06, 2.1e+03
linearised loop at 1e-4 eV: mu_1 = 0.00985, mu_2 = 0.7017, mu_max = 1.0296, q = 0.0955
Anderson minus Krylov residual: 6.8e-16; minus multisecant Broyden step: 1.7e-15
residual reduction after 11 Anderson steps: 1.1e-12, bound 1.4e-07
at U_c2: error 4.689e-04 eV after 2000 steps, 2.373e-04 eV after 4000
growth of 1/error per step: 1.0406 1/eV, alpha|b| = 1.0404 1/eV
beyond U_c2 by 1e-4 and 2.5e-5 eV: 1258 and 2532 steps to leave
difference 1274 steps, predicted 1273.9
smallest residuals 1.169e-05 and 2.923e-06 eV, predicted 1.169e-05 and 2.923e-06 eV
U_c2 - 1e-3 eV, h_0 of metal, middle, insulator: 0.17578, 0.16079, 0.01163 eV
their lambda_1: 0.96894, 1.03126, 0.46555
started beside the middle solution: Anderson ends at h_0 = 0.16079 eV (7 steps)
linear mixing ends at h_0 = 0.17578 eV (1558 steps)
\end{verbatim}
